# Why film resistivity against thickness cannot separate surfaces from grain boundaries

Suppose the resistivity of a set of copper-like films rises as they get thinner, and a straight line in inverse thickness fits well. One analyst assumes that the surfaces scatter diffusely and obtains a grain-boundary reflection parameter of 0.17. Another assumes perfectly smooth surfaces and obtains 0.31. Both lines are the same line, but the advice that follows differs. To leading order, making the surfaces perfectly specular would lower the resistivity of a 50 nm film by about 0.5 µΩ cm according to the first reading, and by nothing according to the second. If the grains grow in proportion to the thickness, the slope cannot say who is right.

The reason can be followed in a model that is solvable down to an angular integral. The model also shows what the neglected higher orders can add, and which further measurement removes the ambiguity.

## One length sets both collision rates

A film of thickness $h$ lies between $z=0$ and $z=h$ and carries current along $x$. The metal has a spherical Fermi surface, Fermi velocity $v_F$, bulk relaxation time $\tau$, mean free path $\lambda=v_F\tau$ and bulk resistivity $\rho_0$. A fraction $p$ of the electrons reaching a surface is reflected specularly. The rest leave with no memory of their drift. The mean grain size along the current is $D$.

An electron meets a surface at a rate of order $v_F/h$ and a grain boundary at a rate of order $v_F/D$. If both rates are small compared with $1/\tau$, their effects on the resistivity add to first order. With $D=ch$ and $c$ fixed, both are proportional to $\lambda/h$. The thickness dependence then carries one number, the sum of the two coefficients. To find these coefficients, and what lies beyond them, the kinetic equation has to be solved.

## Grain boundaries as a scattering rate

Take the boundaries as walls normal to the current, each a potential $V\delta(x)$. For an electron with wave number $k_x$ along the current, let $r$ and $t$ be the reflected and transmitted amplitudes and $\beta=mV/\hbar^2$. Continuity of the wave function and the jump in its slope give

$$1+r=t,\qquad ik_xt-ik_x(1-r)=2\beta t .$$

Inserting $r=t-1$ gives $2ik_x(t-1)=2\beta t$, so $t=1/(1+i\beta/k_x)$. With $\mathcal T=|t|^2$ and $\mathcal R=1-\mathcal T$,

$$\frac{\mathcal R}{\mathcal T}=\frac{\beta^2}{k_x^2}.$$

Now put walls in series and neglect interference between them. Summing the multiple reflections between two walls gives $\mathcal T_{12}=\mathcal T_1\mathcal T_2/(1-\mathcal R_1\mathcal R_2)$. Since $1-\mathcal R_1\mathcal R_2=\mathcal T_1+\mathcal T_2-\mathcal T_1\mathcal T_2$,

$$\frac1{\mathcal T_{12}}-1=\left(\frac1{\mathcal T_1}-1\right)+\left(\frac1{\mathcal T_2}-1\right).$$

The ratios $\mathcal R/\mathcal T$ therefore add. A uniform rate $\nu$ of reversing $k_x$ behaves in the same way. Over a length $L$ the net flux $j=f_+-f_-$ is constant, while $f_+$ falls by $(\nu L/|v_x|)j$. For unit incoming flux and nothing entering from the far side, $j=\mathcal T$ and $1=\mathcal T+(\nu L/|v_x|)\mathcal T$, so $\mathcal R/\mathcal T=\nu L/|v_x|$. One wall per length $D$ thus corresponds to

$$\nu=\frac{|v_x|}{D}\,\frac{\mathcal R}{\mathcal T}.$$

The part of the distribution that carries current is odd in $k_x$, so reversals destroy it at the rate $2\nu$. Let $\mathbf n$ be the unit vector along the velocity and $R_w$ the reflectivity of a wall at normal incidence. Then $\mathcal R/\mathcal T=[R_w/(1-R_w)]/n_x^2$, and the total relaxation rate is

$$\frac1{\tau^*}=\frac{H}{\tau},\qquad H=1+\frac{\alpha}{|n_x|},\qquad \alpha=\frac{2R_w}{1-R_w}\,\frac{\lambda}{D}.$$

The usual Mayadas–Shatzkes convention writes $\alpha=G\lambda/D$ with $G=R/(1-R)$. That convention is used below. Its $R$ is a parameter: by the count just made, $R=0.20$ corresponds to a literal wall reflectivity of 0.11. The choice changes the meaning of $R$ but not the dependence on thickness. Spreading the walls into a uniform rate is an assumption of the model.

## The film

In a field $E$ along $x$, the deviation $\delta f$ from equilibrium of electrons with charge $-e$ obeys

$$v_z\frac{\partial\,\delta f}{\partial z}+\frac{\delta f}{\tau^*}=eEv_x\frac{\partial f_0}{\partial\varepsilon}.$$

Write $\delta f=eEv_x\tau^*(\partial f_0/\partial\varepsilon)\,w(z)$, so that $w=1$ far from any surface. For upward-moving electrons, with $\ell=|v_z|\tau^*=\lambda|n_z|/H$,

$$\ell\,\frac{dw}{dz}=1-w,\qquad w=1-Ke^{-z/\ell}.$$

At the lower surface, upward-moving electrons inherit a fraction $p$ of the drift of those arriving. By mirror symmetry, the arriving ones have the value that upward-moving electrons reach at $z=h$. Hence $w(0)=p\,w(h)$. With $\mathcal E=e^{-h/\ell}$ this reads $1-K=p(1-K\mathcal E)$, so $K=(1-p)/(1-p\mathcal E)$. Averaging over the thickness gives

$$\langle w\rangle=1-(1-p)\frac{\ell}{h}\,\frac{1-\mathcal E}{1-p\mathcal E}.$$

Each direction contributes to the conductivity in proportion to $n_x^2\tau^*\langle w\rangle$. The bulk value has $\int n_x^2\,d\Omega=4\pi/3$, so

$$\frac{\sigma}{\sigma_0}=\frac{3}{4\pi}\int d\Omega\,\frac{n_x^2}{H}\,\langle w\rangle .$$

Without grain boundaries this is the Fuchs–Sondheimer result. With $p=1$ it is the Mayadas–Shatzkes result for grains alone.

## The common slope

Let $D=ch$, $u=\lambda/h$ and $\gamma=G/c$, so that $\alpha=\gamma u$. For small $u$ the exponential $\mathcal E$ is at most $e^{-1/u}$, which is smaller than any power of $u$, and can be dropped. What remains is

$$\frac{\sigma}{\sigma_0}\simeq\frac{3}{4\pi}\int d\Omega\left[\frac{n_x^2}{H}-(1-p)u\,\frac{n_x^2|n_z|}{H^2}\right].$$

The first term is the grain contribution. Division gives the identity

$$\frac{n_x^2}{H}=n_x^2-\alpha|n_x|+\alpha^2-\frac{\alpha^3}{|n_x|+\alpha}.$$

For a function of $|n_x|$ alone, the average $(3/4\pi)\int d\Omega$ equals $3\int_0^1 d|n_x|$. The first term is therefore

$$1-\tfrac32\alpha+3\alpha^2-3\alpha^3\ln(1+1/\alpha).$$

In the surface term, $n_x^2/H^2=n_x^2-2\alpha|n_x|$ with an error of at most $3\alpha^2$, which affects only the third order in $u$. With $z$ as polar axis and $\mu=|n_z|$, the two averages needed are

$$\frac{3}{4\pi}\int n_x^2|n_z|\,d\Omega=\frac{3}{4\pi}\cdot2\int_0^1\mu(1-\mu^2)\,d\mu\cdot\pi=\frac38,$$

$$\frac{3}{4\pi}\int|n_x||n_z|\,d\Omega=\frac{3}{4\pi}\cdot2\int_0^1\mu\sqrt{1-\mu^2}\,d\mu\cdot4=\frac2\pi .$$

In the second line the integral over $\mu$ is $1/3$, and the 4 is the integral of $|\cos\phi|$ over a full turn. Collecting terms, $\sigma/\sigma_0=1-Su+Qu^2+\dots$ with

$$S=\frac38(1-p)+\frac32\,\frac Gc,\qquad Q=3\gamma^2+\frac4\pi(1-p)\gamma .$$

Inverting the series gives

$$\frac{\rho}{\rho_0}=1+Su+Bu^2+\dots,\qquad B=S^2-Q .$$

The measured slope against $1/h$ is $\rho_0\lambda S$. For free electrons of density $n=k_F^3/3\pi^2$, the Drude formula $\rho_0=m/(ne^2\tau)$ and $\lambda=\hbar k_F\tau/m$ give

$$\rho_0\lambda=\frac{\hbar k_F}{ne^2}=\frac{3\pi^2\hbar}{e^2k_F^2}.$$

The relaxation time has cancelled. Even a perfectly measured slope, with $\rho_0\lambda$ and $c$ known, therefore yields one equation for two unknowns. Any change of $p$ that does not require a negative $G$ can be compensated by

$$\Delta G=\frac c4\,\Delta p .$$

Smoother surfaces with more reflective boundaries give the same line.

The slope still sets bounds. Since $p$ lies between 0 and 1, $\gamma$ lies between $\tfrac23(S-\tfrac38)$, or zero if that is negative, and $\tfrac23S$. Within the model, a limiting slope with $S>3/8$ shows that grain boundaries contribute. A line fitted over a finite range is a poorer guide. For the copper-like values used below, surfaces alone with $p=0$ give an apparent $S$ of 0.47 when a line is fitted between 50 and 300 nm.

## What the curvature knows

The degeneracy belongs to the leading order. For surfaces alone, $\gamma=0$ and $B=S^2$. For grains alone, $p=1$ and $S=\tfrac32\gamma$, so

$$B=\tfrac94\gamma^2-3\gamma^2=-\tfrac34\gamma^2=-\tfrac13S^2 .$$

At equal slope, the curve against $1/h$ initially bends upward for surfaces and downward for grains. Within this model, perfect data would separate them. The downward bend depends on spreading the walls into a uniform rate. Evenly spaced walls much farther apart than $\lambda$ simply add their resistances in series, and the grain curve is then straight. The 50 to 300 nm copper-like films below, with $D/\lambda$ from 7.8 down to 1.3, are already close to this case. For evenly spaced walls with $R_w=0.11$ and specular surfaces, the excess resistivity times $D$ is constant to 0.4 % over that range, and the slope coefficient is 0.355 rather than $\tfrac32G=0.375$. The grain part of $B$ and the exact link between $G$ and $R_w$ therefore belong to the uniform-rate model. The practical question is how much of this difference survives a fit.

Over a finite range $u_1\le u\le u_2$, a parabola is largely imitated by a line:

$$u^2=(u_1+u_2)u-u_1u_2-(u-u_1)(u_2-u).$$

The first two terms shift the fitted slope and intercept. Only the last, never larger than $(u_2-u_1)^2/4$, is visible as curvature. If $\rho_0$ is fitted along with $R$, most of the second-order information is absorbed.

## Numbers for copper-like films

Take one electron per atom and a face-centred cubic lattice constant of 0.361 nm. This gives $k_F=13.6$ nm⁻¹ and $\rho_0\lambda=65.7$ µΩ cm nm ($6.57\times10^{-16}$ Ω m²). With $\rho_0=1.70$ µΩ cm, $\lambda=65.7/1.70=38.7$ nm. Choose $p=0.20$, $R=0.20$ and $c=1$. Then $G=0.20/0.80=0.25$ and

$$S=0.375\times0.80+1.5\times0.25=0.300+0.375=0.675 .$$

With the unrounded value of $\rho_0\lambda$, the slope is $\rho_0\lambda S=44.4$ µΩ cm nm. The bounds are $0.20\le\gamma\le0.45$, or $0.167\le R\le0.310$. These are the two readings of the opening paragraph.

The full angular integral gives these resistivities, in µΩ cm, for three pairs with equal $S$:

| $p$ | $R$ | $B$ | 50 nm | 100 nm | 300 nm |
|---|---|---|---|---|---|
| 0.0 | 0.167 | +0.081 | 2.653 | 2.166 | 1.850 |
| 0.2 | 0.200 | +0.013 | 2.609 | 2.151 | 1.849 |
| 1.0 | 0.310 | −0.152 | 2.537 | 2.126 | 1.845 |
| line | | | 2.587 | 2.144 | 1.848 |

At 300 nm the extreme cases differ by 0.3 %, and at 50 nm by between 4 and 5 %. The second-order term alone would overstate the separation. For $p=1$ at 50 nm it predicts a drop below the line of $0.152\times0.774^2\times1.70=0.155$ µΩ cm, whereas the full result lies only 0.050 below. At $u=0.77$ the higher orders are not small.

A difference of 4 % may look measurable, but it assumes that $R$ and $\rho_0$ are held fixed. In an analysis they are fitted. Let the second row be the truth, sampled without noise at 50, 70, 100, 140, 200 and 300 nm. Impose a wrong $p$, and fit $R$ and $\rho_0$ with the full integral, holding $\rho_0\lambda$ fixed:

| imposed $p$ | fitted $R$ | fitted $\rho_0$ (µΩ cm) | worst misfit |
|---|---|---|---|
| 0.0 | 0.146 | 1.710 | 0.12 % |
| 0.5 | 0.261 | 1.691 | 0.10 % |
| 1.0 | 0.331 | 1.686 | 0.16 % |

The misfit is relative to the synthetic resistivity. Changes of less than 1 % in $\rho_0$, with a retuned $R$, hide the wrong surface almost completely. For comparison, an error of 1 nm in the thickness of the 50 nm film changes its inferred resistivity by 2 %.

The same conclusion follows from error propagation. With a random error of 1 % in each resistivity, the linearized standard error of $p$ is 1.18, wider than the whole physical range. The errors of $p$ and $G$ have a correlation of +0.999, as the compensation rule suggests. If $\rho_0$ is known independently, the error falls to 0.40, which is still a weak constraint.

Thinner films help less than the growth of $u$ might suggest. For a series from 10 to 100 nm with $\rho_0$ free, the error of $p$ is 0.94. With $p=1$ imposed, the refit misses the synthetic values by at most 0.22 %. In this model, the larger higher-order terms are also largely absorbed by $R$ and $\rho_0$.

## Breaking the tie

The degeneracy comes from tying $D$ to $h$, so the remedy is to untie them. If $D$ is the same in all films and $\lambda G/D$ is small, then to first order

$$\frac{\rho}{\rho_0}=1+\frac32\frac{G\lambda}{D}+\frac38(1-p)\frac\lambda h .$$

The grains now raise the intercept, and the slope belongs to the surfaces. This separation is clean only to leading order. For the example above with $D$ fixed at 100 nm, both $G$ and $\rho_0$ fitted and 1 % errors at the same six thicknesses, the linearized standard error of $p$ is still about 0.5, since the intercept cannot separate $G$ from $\rho_0$. If either of the two is known independently, the error falls to about 0.05. Varying the grain size as well removes the need for that input.

Alternatively, prepare two series with different known ratios $c_1$ and $c_2$ but the same $p$, $G$ and $\rho_0$. Subtracting their limiting slopes removes the surfaces:

$$S_1-S_2=\frac32G\left(\frac1{c_1}-\frac1{c_2}\right).$$

For $c_1=1$ and $c_2=3$ the bracket is $2/3$, so $G=S_1-S_2$. In the example, $S_2=0.300+0.125=0.425$ and $G=0.675-0.425=0.25$, as it should be. The surface part of $S_1$ then gives $p$. Slopes of straight lines fitted over a finite range are not good enough for this: for noise-free data at the six thicknesses above they give $G=0.22$ and $p=0.04$ instead of 0.25 and 0.20. In practice the full integral should be fitted to both series together.

With 1 % errors, the two series together determine $p$ to 0.04. Measuring the first series twice, which takes the same number of measurements, leaves an error of 0.84. The gain comes from the independent variation of grain size. It relies on knowing $c$ and $\rho_0\lambda$, and on the treatment that enlarges the grains leaving the surfaces and the boundary reflection unchanged. A 10 % error in either $c$ shifts the fitted $p$ by 0.03 to 0.04, and a 5 % error in $\rho_0\lambda$ shifts it by 0.03, without a visible misfit. If $\rho_0\lambda$ has to be fitted as well, the error of $p$ returns to 0.95, because this product multiplies both slopes. Allowing the two series separate values of $\rho_0$ raises the error only to 0.07.

## Real films

The bulk resistivity and mean free path used here are roughly those of copper at room temperature. The values of $p$, $R$ and $c$ are plausible round numbers, and real ones depend strongly on deposition, annealing and adjoining layers. The assumption most directly at risk is strict proportionality of grain size to thickness. If growth saturates as $1/D=1/(ch)+1/D_\infty$, the extra term raises the intercept by the fraction $\tfrac32G\lambda/D_\infty$, which is 1.4 % for $D_\infty=1000$ nm. This is information about $G$ if the defect-free $\rho_0$ is known to better than that. Otherwise it passes for a slightly higher $\rho_0$.

An oxide or liner can add a third inverse-thickness term. Suppose a thickness $d$ does not conduct but is counted in $h$. The sheet resistance is $\rho/(h-d)$, and multiplying it by $h$ gives an apparent resistivity $\rho(1+d/h+\dots)$. This adds $d/\lambda$ to $S$. For $d=1$ nm the addition is 0.026, which imitates a drop in $p$ of $8d/(3\lambda)=0.07$. In the two-series method the same $d$ cancels from $S_1-S_2$, so to leading order $G$ is safe while $p$ inherits the bias.

Other effects matter mainly because the distinguishing signal is so small. A Bloch–Grüneisen estimate with a Debye temperature of 343 K gives a drift of $\rho_0$ of 0.38 % per kelvin near 300 K, so temperature differences between measurements can rival the misfits above. If the thickness varies slowly along the current only, so that thin and thick parts are in series, a roughness of 1 nm rms raises the resistance of a 50 nm film by 0.07 %. That film has about 216 occupied subbands, and a 10 nm film about 43, so treating the motion across the film as continuous is less secure at the thin end. The anisotropy of copper's real Fermi surface is left out and its effect is not estimated here.

For films whose grains scale with thickness, a good fit with an assumed $p$ is therefore not evidence for that $p$. The slope supports a value of $S$ and bounds on its parts. A choice between treating surfaces and enlarging grains is better based on data in which the two lengths vary independently, such as two series with different $D/h$. The numerical output below gives most of the values used here.

## Numbers as computed

```
electron density: 8.502e+28 m^-3
Fermi wave number: 13.60 nm^-1
rho0*lambda: 65.7 uOhm cm nm = 6.57e-16 Ohm m^2
rho0: 1.70 uOhm cm; mean free path: 38.7 nm
chosen p: 0.20; R: 0.20; G: 0.250; c: 1.0
literal delta-wall reflectivity for this G: 0.111
S surface part: 0.300; grain part: 0.375; sum: 0.675
slope rho0*lambda*S: 44.4 uOhm cm nm
smallest G/c allowed by S: 0.200
equal-S pairs: p, R, B, then rho at 50, 100, 300 nm (uOhm cm)
  0.0 0.167 +0.081 2.653 2.166 1.850
  0.2 0.200 +0.013 2.609 2.151 1.849
  1.0 0.310 -0.152 2.537 2.126 1.845
leading-order line, same thicknesses: 2.587 2.144 1.848
main series h (nm): 50 70 100 140 200 300
synthetic rho (uOhm cm): 2.609 2.348 2.151 2.021 1.924 1.849
refits: assumed p, fitted R, fitted rho0 (uOhm cm), worst misfit (%)
  0.0 0.146 1.710 0.12
  0.5 0.261 1.691 0.10
  1.0 0.331 1.686 0.16
thin series h (nm): 10 14 20 30 50 100
thin series, p=1 imposed: R 0.333, rho0 1.682 uOhm cm, misfit 0.22 %
linearized standard error of p for 1% random error in each rho:
  main series, rho0 free: 1.18 (p-G correlation +0.9991)
  main series, rho0 known: 0.40
  thin series, rho0 free: 0.94
  main series measured twice: 0.84
  two series, c = 1 and c = 3: 0.04
dead layer 1.0 nm: adds 0.026 to S, mimics a drop of p by 0.069
grain growth limit 1000 nm: intercept up 1.44 %
temperature drift of rho0 at 300 K (Debye 343 K): 0.38 %/K
roughness 1.0 nm rms at 50 nm: resistance up 0.068 %
occupied subbands at 50 nm: 216; at 10 nm: 43
```
